# Positivity of the Coulomb kernel and the distance-blind Schwarz screening bound

In a calculation with $N$ orbitals, the electron repulsion enters through about $N^4$ integrals, each the Coulomb interaction of two charge distributions. When the orbitals are localized, as atom-centred Gaussians are, many of these integrals are negligible in a large molecule, but computing an integral to find that it is negligible does not save the cost of computing it. One needs an upper bound that is cheap and never too small. Such a bound follows from a property of the Coulomb interaction itself: no non-zero charge distribution has zero or negative electrostatic self-energy. The interaction also depends only on relative positions, and this shows what the bound cannot see: the distance between the two distributions.

## Conventions and statement

Atomic units are used. A distribution $f$ may be complex, and it is assumed to lie in $L^1\cap L^2$ on three-dimensional space: both $\|f\|_1=\int|f|\,d\mathbf r$ and $\|f\|_2=(\int|f|^2d\mathbf r)^{1/2}$ are finite. Define

$$
(f|g)=\iint\frac{f^*(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad
\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d\mathbf r,\qquad
q_f=\int f\,d\mathbf r .
$$

For real $f$, $\tfrac12(f|f)$ is the electrostatic self-energy. Write $Q_f=(f|f)^{1/2}$, and let $g_{\mathbf R}(\mathbf r)=g(\mathbf r-\mathbf R)$ be $g$ moved rigidly by $\mathbf R$, with $R=|\mathbf R|$.

**Theorem.** Let $f,g\in L^1\cap L^2$.

1. $(f|f)\ge0$, with equality only if $f=0$ almost everywhere.
2. $|(f|g)|\le Q_fQ_g$, with equality only if $f$ and $g$ are linearly dependent.
3. $Q_{g_{\mathbf R}}=Q_g$ for every $\mathbf R$, whereas $(f|g_{\mathbf R})\to0$ as $R\to\infty$. If $\mathbf rf$ and $\mathbf rg$ also lie in $L^1\cap L^2$, then $R\,(f|g_{\mathbf R})\to q_f^*q_g$.

## Lemma 1: the integrals converge

*The potential $V_f(\mathbf x)=\int|f(\mathbf r')|/|\mathbf x-\mathbf r'|\,d\mathbf r'$ is bounded and tends to zero as $|\mathbf x|\to\infty$.*

*Proof.* Let $B$ be the ball of radius $s$ about $\mathbf x$. Inside $B$ use the Cauchy–Schwarz inequality for ordinary integrals, with $\int_{|\mathbf y|<s}|\mathbf y|^{-2}d\mathbf y=4\pi s$. Outside $B$ use $1/|\mathbf x-\mathbf r'|\le1/s$. Then

$$
V_f(\mathbf x)\le(4\pi s)^{1/2}\Big(\int_B|f|^2d\mathbf r'\Big)^{1/2}+\frac{\|f\|_1}{s}.
$$

The right side is at most $(4\pi s)^{1/2}\|f\|_2+\|f\|_1/s$, which does not depend on $\mathbf x$. If $s$ is fixed and $|\mathbf x|\to\infty$, the ball moves into the tail of a convergent integral and the first term vanishes. The limit superior of $V_f$ is therefore at most $\|f\|_1/s$ for every $s$, hence zero. ∎

It follows that $\iint|f(\mathbf r)||g(\mathbf r')|/|\mathbf r-\mathbf r'|\,d\mathbf r\,d\mathbf r'\le\|f\|_1\sup V_g<\infty$, so $(f|g)$ converges absolutely.

## Proof of part 1: positive definiteness

Since $\int_0^\infty e^{-r^2t^2}dt=\sqrt\pi/(2r)$, the kernel is a sum of Gaussians with positive weight:

$$
\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-r^2t^2}dt .
$$

Absolute convergence permits the $t$-integral to be taken last (Fubini's theorem):

$$
(f|f)=\frac2{\sqrt\pi}\int_0^\infty J(t)\,dt,\qquad
J(t)=\iint f^*(\mathbf r)f(\mathbf r')e^{-t^2|\mathbf r-\mathbf r'|^2}d\mathbf r\,d\mathbf r'.
$$

In one dimension $\int e^{-k^2/4t^2}e^{iku}dk=2t\sqrt\pi\,e^{-t^2u^2}$. The product of three such factors gives

$$
e^{-t^2|\mathbf u|^2}=\frac{1}{(2\pi)^3}\frac{\pi^{3/2}}{t^3}\int e^{-k^2/4t^2}e^{i\mathbf k\cdot\mathbf u}\,d\mathbf k .
$$

Put $\mathbf u=\mathbf r-\mathbf r'$. The $\mathbf r$-integral yields $\int f^*e^{i\mathbf k\cdot\mathbf r}d\mathbf r=\hat f^*(\mathbf k)$ and the $\mathbf r'$-integral yields $\hat f(\mathbf k)$. The exchange of order is allowed because $f$ and the Gaussian in $\mathbf k$ are integrable. Hence

$$
J(t)=\frac{1}{(2\pi)^3}\frac{\pi^{3/2}}{t^3}\int|\hat f(\mathbf k)|^2e^{-k^2/4t^2}d\mathbf k\ \ge0 .
$$

The integrand is non-negative, so the $t$-integral may now be done first (Tonelli's theorem). With $v=1/t^2$, $dv=-2t^{-3}dt$,

$$
\frac{2}{\sqrt\pi}\,\pi^{3/2}\int_0^\infty\frac{e^{-k^2/4t^2}}{t^3}dt
=2\pi\cdot\frac12\int_0^\infty e^{-k^2v/4}dv=\frac{4\pi}{k^2},
$$

and division by $(2\pi)^3$ leaves

$$
(f|f)=\frac1{2\pi^2}\int\frac{|\hat f(\mathbf k)|^2}{k^2}\,d\mathbf k\ \ge 0 .
$$

If this vanishes, $\hat f=0$ almost everywhere. Plancherel's identity $\|f\|_2^2=(2\pi)^{-3}\|\hat f\|_2^2$ then gives $f=0$ almost everywhere. ∎

**Remark: a positive kernel is not enough.** The function $1/r$ is positive at every point, but the proof used the positivity of its Fourier transform. The kernel $|\mathbf r-\mathbf r'|$ is also non-negative, and it fails. Take $f=(1-r/3)e^{-r}$, whose charge is $4\pi(2-6/3)=0$. For $r'<r$ the angular averages of $1/|\mathbf r-\mathbf r'|$ and $|\mathbf r-\mathbf r'|$ are $1/r$ and $r+r'^2/(3r)$. Gauss–Legendre quadrature of the remaining radial integrals gives $+13.159$ for the Coulomb form and $-61.411$ for the other, in atomic units.

**Remark: attenuated repulsion.** Keeping only $t>\omega$ in the Gaussian resolution gives the short-range kernel $\mathrm{erfc}(\omega r)/r$. Since $J(t)>0$ for every non-zero $f$, this kernel is positive definite too, and the Schwarz argument below applies to it unchanged.

## Proof of part 2: the Schwarz bound

The kernel is real and symmetric, so $(g|f)=(f|g)^*$. If $g=0$ there is nothing to prove. Otherwise $(g|g)>0$ by part 1, and $\lambda=(g|f)/(g|g)$ is defined. The form is antilinear in its first entry, so

$$
0\le(f-\lambda g|f-\lambda g)=(f|f)-\lambda(f|g)-\lambda^*(g|f)+|\lambda|^2(g|g).
$$

Each of the quantities $\lambda(f|g)$, $\lambda^*(g|f)$ and $|\lambda|^2(g|g)$ equals $|(f|g)|^2/(g|g)$. Two are subtracted and one is added, so

$$
0\le(f|f)-\frac{|(f|g)|^2}{(g|g)} .
$$

This is the bound. Equality makes $(f-\lambda g|f-\lambda g)=0$, so $f=\lambda g$ by part 1. ∎

**Corollary (repulsion integrals).** Let the orbitals lie in $L^2\cap L^4$, so that each pair density $\rho_{ij}=\varphi_i^*\varphi_j$ lies in $L^1\cap L^2$. Define

$$
(ij|kl)=\iint\frac{\rho_{ij}(\mathbf r)\rho_{kl}(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r\,d\mathbf r' .
$$

Then

$$
|(ij|kl)|\le Q_{ij}Q_{kl},\qquad Q_{ij}=(ij|ji)^{1/2}.
$$

*Proof.* There is no conjugation in $(ij|kl)$, and $\rho_{ij}=\rho_{ji}^*$, so $(ij|kl)=(\rho_{ji}|\rho_{kl})$. Part 2 bounds it by the self-terms $(\rho_{ji}|\rho_{ji})=(ij|ji)$ and $(\rho_{kl}|\rho_{kl})=(lk|kl)=(kl|lk)$, the last step being an exchange of the two integration variables. ∎

About $N^2$ numbers $Q_{ij}$ thus control $N^4$ integrals. If $Q_{ij}Q_{kl}$ is below a threshold $\tau$, omitting the integral makes an absolute error below $\tau$ in that integral. The accumulated error of many omissions is a separate question.

For real orbitals $Q_{ij}^2=(ij|ij)$. For complex orbitals the order of the indices matters. By part 2, $|(ij|ij)|=|(\rho_{ij}^*|\rho_{ij})|\le(ij|ji)$, and the inequality is strict unless $\rho_{ij}$ is real up to a constant phase. When it is strict, a "bound" built from $|(ij|ij)|$ already fails for the integral $(ij|ji)$. For five random complex combinations of eight Gaussian functions, an s and a p shell on each of two centres, one draw of the coefficients has 288 of the 625 integrals exceeding the incorrect estimate and none exceeding the correct one. The first count depends on the draw (64 to 404 over thirty draws); the second is zero in all of them.

## Proof of part 3: what the bound does not see

Shifting both integration variables by $\mathbf R$ leaves $\mathbf r-\mathbf r'$ unchanged, so $(g_{\mathbf R}|g_{\mathbf R})=(g|g)$. The bound on $(f|g_{\mathbf R})$ is therefore $Q_fQ_g$ at every separation. The integral itself, after the shift $\mathbf r'\to\mathbf r'+\mathbf R$, is

$$
(f|g_{\mathbf R})=\iint\frac{f^*(\mathbf r)g(\mathbf r')}{|\mathbf u-\mathbf R|}d\mathbf r\,d\mathbf r',\qquad \mathbf u=\mathbf r-\mathbf r',
$$

so that $|(f|g_{\mathbf R})|\le\int|f(\mathbf r)|V_g(\mathbf r-\mathbf R)\,d\mathbf r$. By Lemma 1, $V_g$ is bounded and $V_g(\mathbf r-\mathbf R)\to0$ at each fixed $\mathbf r$. Dominated convergence gives $(f|g_{\mathbf R})\to0$.

For the rate, the triangle inequality $\big|R-|\mathbf u-\mathbf R|\big|\le|\mathbf u|$ gives

$$
\left|\frac{R}{|\mathbf u-\mathbf R|}-1\right|\le\frac{|\mathbf u|}{|\mathbf u-\mathbf R|}\le\frac{|\mathbf r|+|\mathbf r'|}{|\mathbf u-\mathbf R|}.
$$

Multiply by $|f(\mathbf r)||g(\mathbf r')|$ and integrate:

$$
\big|R(f|g_{\mathbf R})-q_f^*q_g\big|\le\iint\frac{|\mathbf r||f(\mathbf r)||g(\mathbf r')|+|f(\mathbf r)||\mathbf r'||g(\mathbf r')|}{|\mathbf u-\mathbf R|}d\mathbf r\,d\mathbf r' .
$$

Each term is a Coulomb integral of two $L^1\cap L^2$ functions, one of them displaced by $\mathbf R$, and tends to zero by the result just proved. ∎

Suppose that $\mathbf rf$ and $\mathbf rg$ lie in $L^1\cap L^2$, as they do for products of Gaussian orbitals. When both charges are non-zero, the overestimate $Q_fQ_g/|(f|g_{\mathbf R})|$ therefore grows as $R\,Q_fQ_g/|q_fq_g|$. When either charge vanishes, $R(f|g_{\mathbf R})\to0$: the integral falls faster than $1/R$, or is exactly zero, while the bound stays constant.

**Remark: the blindness cannot be repaired from the same data.** Suppose a bound uses only properties of each distribution that do not change when it is moved. For $g=f$ it must hold at $R=0$, where the integral is $Q_f^2$, so it is at least $Q_f^2$ at every $R$. For unlike distributions such a bound may be tighter than $Q_fQ_g$. Lemma 1 supplies the bound $\|f\|_1\sup V_g$. For unit-charge Gaussian densities $f\propto e^{-p_fr^2}$ and $g\propto e^{-p_gr^2}$ it equals $2\sqrt{p_g/\pi}$, against $Q_fQ_g=\sqrt{2/\pi}\,(p_fp_g)^{1/4}$, so it is tighter when $p_f>4p_g$ and looser when $p_f<4p_g$. In either case it is the same at every $R$. A bound that follows the decay of the integral must be told where the distributions are.

## Gaussian pairs: a charged case

Let $\varphi_a$ and $\varphi_b$ be normalized s Gaussians with exponents $a,b$ and centres $\mathbf A,\mathbf B$ a distance $d$ apart. With $p=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/p$, completing the square gives

$$
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2=p|\mathbf r-\mathbf P|^2+\frac{ab}{p}d^2 .
$$

The prefactors $(2a/\pi)^{3/4}(2b/\pi)^{3/4}$ then lead to

$$
\rho_{ab}=S\Big(\frac p\pi\Big)^{3/2}e^{-p|\mathbf r-\mathbf P|^2},\qquad
S=\Big(\frac{2\sqrt{ab}}{p}\Big)^{3/2}e^{-abd^2/p},
$$

where $S$ is the overlap, which is the charge of the pair. Its transform is $\hat\rho_{ab}=Se^{-i\mathbf k\cdot\mathbf P}e^{-k^2/4p}$.

The Fourier formula for $(f|f)$ extends to $(f|g)=(2\pi^2)^{-1}\int\hat f^*\hat g\,k^{-2}d\mathbf k$, because a sesquilinear form is fixed by its diagonal values (polarization). A copy $cd$ moved by $\mathbf R$ adds the factor $e^{-i\mathbf k\cdot\mathbf R}$, whose integral over directions of $\mathbf k$ is $4\pi\sin(kR)/(kR)$. Thus

$$
(ab|cd)=\frac{2S^2}{\pi R}I(R),\qquad I(R)=\int_0^\infty e^{-k^2/2p}\,\frac{\sin kR}{k}\,dk .
$$

Here $I(0)=0$ and $I'(R)=\int_0^\infty e^{-k^2/2p}\cos(kR)\,dk=\tfrac12\sqrt{2\pi p}\,e^{-pR^2/2}$. Integration gives $I=\tfrac\pi2\,\mathrm{erf}(\sqrt{p/2}\,R)$, and so

$$
(ab|cd)=S^2\,\frac{\mathrm{erf}(\sqrt{p/2}\,R)}{R},\qquad
Q_{ab}^2=S^2\sqrt{\frac{2p}{\pi}},
$$

the second from $\mathrm{erf}\,x\approx2x/\sqrt\pi$ as $R\to0$.

Take $a=1.0$ and $b=0.5$ bohr$^{-2}$, $d=1.0$ bohr. Then $p=1.5$ bohr$^{-2}$, $S=0.65595$ and $S^2=0.43027$. The bound is $0.43027\sqrt{3/\pi}=0.42046$ hartree at every $R$.

| $R$ (bohr) | integral (hartree) | bound / integral |
|---:|---:|---:|
| 2 | 0.21206 | 1.983 |
| 5 | 0.08605 | 4.886 |
| 10 | 0.04303 | 9.772 |
| 50 | 0.00861 | 48.860 |

From 5 bohr on, the integral agrees with the point-charge value $S^2/R$ to the digits shown, and the overestimate is $R\sqrt{2p/\pi}$. At 2 bohr the clouds interpenetrate, and the integral lies below $S^2/R=0.21514$ hartree.

Distance inside a pair is a different matter. Since $Q_{ab}=S(2p/\pi)^{1/4}$, it falls as $e^{-abd^2/p}$: from 0.648 at $d=1$ bohr to $4.37\times10^{-3}$ at 4 bohr and $5.56\times10^{-6}$ at 6 bohr, in hartree$^{1/2}$. In an extended system with a bounded density of such centres and exponents in a fixed range, each orbital then has a bounded number of significant partners. Once the system is large compared with the range of significant overlap, the number of significant pairs grows as $N$, and the number of integrals that survive screening grows at most as $N^2$; in smaller systems, where many orbitals lie near the surface, the growth is still faster. The bound does not thin out these pairs of pairs by their separation.

## A neutral pair and a hybrid

Orthogonal orbitals give a pair density without charge. Put an s and a $p_z$ Gaussian of equal exponent $\alpha$ on one centre, with $\varphi_z=2\sqrt\alpha\,z\varphi_s$ and $n=\varphi_s^2\propto e^{-2\alpha r^2}$. Since $\partial_zn=-4\alpha zn$,

$$
\rho=\varphi_s\varphi_z=2\sqrt\alpha\,zn=-\mu\,\partial_zn,\qquad \mu=\int z\rho\,d\mathbf r=\frac1{2\sqrt\alpha}.
$$

In Fourier space $|\hat\rho|^2=\mu^2k_z^2|\hat n|^2$, and a factor $-k_z^2$ is produced by two derivatives of $e^{-i\mathbf k\cdot\mathbf R}$ with respect to $R_z$. Hence

$$
(\rho|\rho_{\mathbf R})=-\mu^2\frac{\partial^2}{\partial R_z^2}\frac{\mathrm{erf}(\sqrt\alpha R)}{R}.
$$

For large $R$ along $z$ the error function is 1 up to Gaussian-small terms, and the integral becomes $-2\mu^2/R^3$, the attraction of two aligned coaxial dipoles. Near $R=0$, $\mathrm{erf}(\sqrt\alpha R)/R=2\sqrt{\alpha/\pi}\,(1-\alpha R^2/3+\dots)$, so $Q^2=\mu^2\tfrac{4\alpha}{3}\sqrt{\alpha/\pi}=\tfrac13\sqrt{\alpha/\pi}$.

For $\alpha=1.0$ bohr$^{-2}$, $\mu=0.5$ e bohr and the bound is 0.18806 hartree. The integral is $-5.0\times10^{-4}$ hartree at 10 bohr and $-5.0\times10^{-7}$ hartree at 100 bohr, so the overestimate rises from 376 to $3.76\times10^5$, a factor $10^3$ for a tenfold distance. With a threshold of $10^{-6}$ hartree the integral at 100 bohr is negligible, yet the Schwarz test must keep it.

Knowledge of $R$ would help, but it has to be used with care. For the charged s pairs, $\mathrm{erf}\,x\le1$ makes $S^2/R$ a valid bound as well. For the neutral pair $S=0$, and the same expression would wrongly declare the integral zero.

A charged density that also carries a dipole about its centre still belongs to the charged case: if its partner is charged too, the integral falls as $1/R$ by part 3, and the dipole only corrects the approach to that limit. Let the hybrid $(\varphi_s+\varphi_z)/\sqrt2$, with $\alpha=1.0$ bohr$^{-2}$, point towards an s orbital of the same exponent at distance $R$ on the $z$ axis. Its density has charge 1 and dipole $\mu=0.5$ e bohr. The expansion $1/|\mathbf R-\mathbf r|=1/R+z/R^2+\dots$ gives $R$ times the integral as $1+\mu/R$ to first order in $1/R$. The computed products are 1.0525 at 10 bohr and 1.0050 at 100 bohr. They approach $q_fq_g=1$ as part 3 requires, with a leading deviation set by the dipole.
